# Pure and ensemble density-matrix functionals for two electrons on two sites: a numerical check

```python
# Hubbard dimer, 2 electrons, U>0: H = -t sum(c1+ c2 + h.c.) + (Delta/2)(n1-n2) + U*Docc.
# Singlet a|1u1d> + b|2u2d> + c|cov>; per-spin 1RDM: x = gamma11 - 1/2, y = gamma12,
# r^2 = x^2+y^2 <= 1/4, S+- = (1 +- sqrt(1-4r^2))/2.  Result under test:
#   F_pure = U(1 - y^2 S+/r^2), F_pure(0)=0;  F_ens = 2U|x| if y^2 <= |x|(1-2|x|), else F_pure;
#   F_ens = convex envelope of F_pure.  General tests use U=1.
import numpy as np
from functools import reduce
from scipy.optimize import root, minimize, linprog
from scipy.constants import e as joule_per_eV
rng = np.random.default_rng(1)

low, Z, I2 = np.array([[0., 1.], [0., 0.]]), np.diag([1., -1.]), np.eye(2)
c1u, c1d, c2u, c2d = [reduce(np.kron, [Z]*k + [low] + [I2]*(3-k)) for k in range(4)]
num = lambda o: o.T @ o
vac = np.eye(16)[0]
n1, n2 = num(c1u) + num(c1d), num(c2u) + num(c2d)
hop = c1u.T @ c2u + c1d.T @ c2d
Xf, Yf, Jf = (n1 - n2)/4, (hop + hop.T)/4, (hop - hop.T)/4j
Df = num(c1u) @ num(c1d) + num(c2u) @ num(c2d)
Sp = c1u.T @ c1d + c2u.T @ c2d
Sz = (num(c1u) - num(c1d) + num(c2u) - num(c2d))/2
S2 = Sp.T @ Sp + Sz @ Sz + Sz
P2 = np.eye(16)[:, np.isclose(np.diag(n1 + n2), 2)]
B = np.array([c1u.T @ c1d.T @ vac, c2u.T @ c2d.T @ vac,
              (c1u.T @ c2d.T + c2u.T @ c1d.T) @ vac/np.sqrt(2)]).T
assert np.sum(np.abs(np.linalg.eigvalsh(P2.T @ S2 @ P2)) < 1e-12) == 3
assert np.allclose(S2 @ B, 0) and np.allclose(B.T @ B, np.eye(3))
X, Y, J, D = [B.T @ o @ B for o in (Xf, Yf, Jf, Df)]
assert np.allclose(X + np.eye(3)/2, B.T @ num(c1u) @ B)
assert np.allclose(Y, B.T @ (c1u.T @ c2u + c2u.T @ c1u) @ B/2)

def Spm(x, y):
    q = np.sqrt(np.clip(1 - 4*(x*x + y*y), 0, None))
    return (1 + q)/2, (1 - q)/2
F_pure = lambda x, y: 1 - y*y*Spm(x, y)[0]/(x*x + y*y)
upper_branch = lambda x, y: 1 - y*y*Spm(x, y)[1]/(x*x + y*y)
inside = lambda x, y: y*y <= abs(x)*(1 - 2*abs(x))
F_ens = lambda x, y: 2*abs(x) if inside(x, y) else F_pure(x, y)

# coordinates, disc, rim
for _ in range(50):
    v = rng.normal(size=3); v /= np.linalg.norm(v)
    s, d = (v[0] + v[1])/np.sqrt(2), (v[0] - v[1])/np.sqrt(2)
    assert np.allclose([v @ X @ v, v @ Y @ v, v @ D @ v], [s*d, v[2]*s, 1 - v[2]**2])
    th = rng.uniform(0, 2*np.pi)
    assert abs(np.linalg.eigvalsh(np.cos(th)*X + np.sin(th)*Y)[-1] - 0.5) < 1e-12
    det = (np.cos(th)*c1u.T + np.sin(th)*c2u.T) @ (np.cos(th)*c1d.T + np.sin(th)*c2d.T) @ vac
    xr, yr, wr = det @ Xf @ det, det @ Yf @ det, det @ Df @ det
    assert abs(wr - F_pure(xr, yr)) < 1e-7 and abs(wr - 0.5 - 2*xr*xr) < 1e-12  # sqrt of round-off

def real_pure_search(x, y):
    f = lambda v: [v @ X @ v - x, v @ Y @ v - y, v @ v - 1]
    jac = lambda v: 2*np.array([X @ v, Y @ v, v])
    w = []
    for _ in range(120):
        v = rng.normal(size=3)
        v = root(f, v/np.linalg.norm(v), jac=jac, method='lm', options={'xtol': 1e-14, 'ftol': 1e-14}).x
        if np.max(np.abs(f(v))) < 1e-11:
            w.append(v @ D @ v)
    return min(w), max(w)

def quad_search(A, cons, starts=12):
    cons = cons + [(np.eye(len(A)), 1.0)]
    cl = [{'type': 'eq', 'fun': lambda v, M=M, m=m: v @ M @ v - m,
           'jac': lambda v, M=M: 2*M @ v} for M, m in cons]
    best = (np.inf, None)
    for _ in range(starts):
        v = rng.normal(size=len(A))
        v = minimize(lambda v: v @ A @ v, v/np.linalg.norm(v), jac=lambda v: 2*A @ v, constraints=cl,
                     method='SLSQP', options={'ftol': 1e-13, 'maxiter': 200}).x
        if max(abs(v @ M @ v - m) for M, m in cons) < 1e-8 and v @ A @ v < best[0]:
            best = (v @ A @ v, v)
    return best
cplx = lambda A: np.block([[A.real, -A.imag], [A.imag, A.real]])   # complex pure states
ens = lambda A: np.kron(np.eye(3), A)                              # Gamma = sum_k l_k l_k^T

R, PH = np.meshgrid(np.linspace(0.005, 0.5, 100), np.linspace(0, 2*np.pi, 240, endpoint=False))
gx, gy = (R*np.cos(PH)).ravel(), (R*np.sin(PH)).ravel()
gF = np.append(F_pure(gx, gy), 0.0); gxc, gyc = np.append(gx, 0.0), np.append(gy, 0.0)
envelope = lambda x, y: linprog(gF, A_eq=np.array([gxc, gyc, np.ones_like(gF)]), b_eq=[x, y, 1],
                                bounds=(0, None), method='highs-ds').fun
store = {}
for x, y in [(.25, .2), (.1, .35), (-.3, .1), (-.05, -.3), (.4, -.15), (.2, .4), (.15, 0.), (0., .3)]:
    lo, hi = real_pure_search(x, y)
    assert abs(lo - F_pure(x, y)) < 1e-7 and abs(hi - upper_branch(x, y)) < 1e-7
    Sm = Spm(x, y)[1]
    assert abs(lo - 2*abs(x) - (abs(x) - Sm)**2/Sm) < 1e-7
    fe, L = quad_search(ens(D), [(ens(X), x), (ens(Y), y)])
    assert abs(fe - F_ens(x, y)) < 1e-6
    assert abs(quad_search(cplx(D), [(cplx(X), x), (cplx(Y), y), (cplx(J), 0.)])[0] - F_pure(x, y)) < 1e-6
    assert abs(quad_search(cplx(D), [(cplx(X), x), (cplx(Y), y)])[0] - F_ens(x, y)) < 1e-6
    env = envelope(x, y)       # grid hull lies above the true one by O(curvature*spacing^2)
    assert -1e-6 < env - F_ens(x, y) < 2e-3
    store[(x, y)] = (lo, hi, fe, L.reshape(3, 3).T @ L.reshape(3, 3), env)

# centre: value 0, direction-dependent limits cos^2(phi) up to O(r^2)
w, V = np.linalg.eigh(D); v = V[:, 0]
assert np.allclose([w[0], v @ X @ v, v @ Y @ v], 0)
for phi in (np.pi/6, np.pi/3):
    assert abs(real_pure_search(.02*np.cos(phi), .02*np.sin(phi))[0] - np.cos(phi)**2) < 1e-3

# ground states: outside the ellipses, on both functionals; triplets never lie lower
for _ in range(400):
    t, De = rng.uniform(-1, 1), rng.uniform(-2, 2)
    Hf = -t*(hop + hop.T) + De/2*(n1 - n2) + Df
    w, V = np.linalg.eigh(B.T @ Hf @ B); v = V[:, 0]
    x, y = v @ X @ v, v @ Y @ v
    assert y*y > abs(x)*(1 - 2*abs(x))
    assert abs(w[0] - 2*De*x + 4*t*y - F_pure(x, y)) < 1e-7
    assert abs(np.linalg.eigvalsh(P2.T @ Hf @ P2)[0] - w[0]) < 1e-12
for sg in (1, -1):             # supporting plane t=0, Delta=-U sgn x: degenerate level at 0
    w = np.linalg.eigvalsh(D - 2*sg*X)
    assert np.allclose(w[:2], 0) and w[2] > 1
tt = 1e-6; De = -1 + tt*np.sinh(np.linspace(-7.6, 7.6, 4001))
V = np.linalg.eigh(D + 2*De[:, None, None]*X - 4*tt*Y)[1][:, :, 0]
cx, cy = np.einsum('ni,ij,nj->n', V, X, V), np.einsum('ni,ij,nj->n', V, Y, V)
assert np.max(np.abs(cy**2 - cx*(1 - 2*cx))) < 1e-4
cx, cy = np.r_[.5, cx, 0.], np.r_[0., cy, 0.]
frac = 4*abs(np.sum(cx*np.roll(cy, -1) - cy*np.roll(cx, -1))/2)/(np.pi/4)
assert abs(frac - 1/np.sqrt(2)) < 1e-4

# worked example
U = 4.0; x, y = .25, .2
lo, hi, fe, Gam, env = store[(x, y)]
Sp_, Sm = Spm(x, y); r = np.hypot(x, y); y0 = np.sqrt(x*(1 - 2*x))
s = np.sqrt(Sm); vp = np.array([(s + x/s)/np.sqrt(2), (s - x/s)/np.sqrt(2), y/s])
assert np.allclose([vp @ vp, vp @ X @ vp, vp @ Y @ vp, vp @ D @ vp], [1, x, y, lo])
pp, pm = [np.array([np.sqrt(2*x), 0, sg*np.sqrt(1 - 2*x)]) for sg in (1, -1)]
wp, wm = (1 + y/y0)/2, (1 - y/y0)/2
Gmix = wp*np.outer(pp, pp) + wm*np.outer(pm, pm)
assert np.allclose(Gam, Gmix, atol=1e-4)   # entries converge as sqrt of the energy error
Fend = real_pure_search(x, y0)[0]
assert abs(Fend - 2*x) < 1e-7 and lo > Fend + 0.1
theta = np.arccos(y/y0); z = pp*np.array([1, 1, np.exp(1j*theta)])
ev = lambda A: (z.conj() @ A @ z).real
assert np.allclose([ev(X), ev(Y), ev(D)], [x, y, fe], atol=1e-6) and abs(ev(J)) > 0.1
print(f"U = {U:.3f} eV")
print(f"A: x = {x:.4f}, y = {y:.4f}, r^2 = {r*r:.6f}, r = {r:.6f} (dimensionless)")
print(f"A: occupations 1/2+r, 1/2-r = {.5+r:.6f}, {.5-r:.6f}")
print(f"A: sqrt(1-4r^2) = {Sp_-Sm:.6f}, S+ = {Sp_:.6f}, S- = {Sm:.6f}, y^2/r^2 = {y*y/r**2:.6f}")
print(f"A: pure minimiser s, d, c = {s:.6f}, {x/s:.6f}, {y/s:.6f}; a, b = {vp[0]:.6f}, {vp[1]:.6f}")
print(f"A: upper branch W = {U*hi:.6f} eV")
print(f"A: F_pure = {U*lo:.6f} eV = {U*lo*joule_per_eV:.5e} J")
print(f"A: F_ens = {U*fe:.6f} eV = {U*fe*joule_per_eV:.5e} J")
print(f"A: gap = {U*(lo-fe):.6f} eV; grid LP envelope = {U*env:.4f} eV")
print(f"A: y0^2 = {y0**2:.6f}, y0 = {y0:.6f}, F_pure(x,y0) = {U*Fend:.6f} eV")
print(f"A: mixed states a = {pp[0]:.6f}, c = +-{pp[2]:.6f}; weights {wp:.6f}, {wm:.6f}")
ge = np.linalg.eigvalsh(Gmix)
print(f"A: nonzero eigenvalues of optimal Gamma = {ge[2]:.6f}, {ge[1]:.6f}")
print(f"A: complex state theta = {theta:.6f} rad, |Im gamma12| = {abs(ev(J)):.6f}")

t, De = 1.0, -2.0
w, V = np.linalg.eigh(B.T @ (-t*(hop + hop.T) + De/2*(n1 - n2) + U*Df) @ B)
v = V[:, 0]*np.sign(V[0, 0]); x, y = v @ X @ v, v @ Y @ v
FB = w[0] - 2*De*x + 4*t*y
h = 1e-5
dx = U*(F_pure(x + h, y) - F_pure(x - h, y))/(2*h); dy = U*(F_pure(x, y + h) - F_pure(x, y - h))/(2*h)
assert not inside(x, y) and abs(FB - U*F_pure(x, y)) < 1e-10
assert abs(-dx/2 - De) < 1e-6 and abs(dy/4 - t) < 1e-6
k = np.argmin(2*De*gx - 4*t*gy + U*gF[:-1]); Emin = []
for F in (F_pure, F_ens):
    En = lambda p: 2*De*p[0] - 4*t*p[1] + U*F(*p) if p @ p < .25 else 1e3
    res = minimize(En, np.array([gx[k], gy[k]]), method='Nelder-Mead', options={'xatol': 1e-10, 'fatol': 1e-13})
    assert abs(res.fun - w[0]) < 1e-9 and np.allclose(res.x, [x, y], atol=1e-5)
    Emin.append(res.fun)
print(f"B: t = {t:.3f} eV, Delta = {De:.3f} eV")
print(f"B: singlet levels = {w[0]:.6f}, {w[1]:.6f}, {w[2]:.6f} eV")
print(f"B: E0 = {w[0]:.6f} eV = {w[0]*joule_per_eV:.5e} J")
print(f"B: a, b, c = {v[0]:.6f}, {v[1]:.6f}, {v[2]:.6f}")
print(f"B: x = {x:.6f}, y = {y:.6f}, y^2 = {y*y:.6f}, |x|(1-2|x|) = {abs(x)*(1-2*abs(x)):.6f}")
print(f"B: r^2 = {x*x+y*y:.6f}, S+ = {Spm(x, y)[0]:.6f}, S- = {Spm(x, y)[1]:.6f}")
print(f"B: 2 Delta x = {2*De*x:.6f} eV, -4 t y = {-4*t*y:.6f} eV")
print(f"B: F = {FB:.6f} eV = {FB*joule_per_eV:.5e} J; formula {U*F_pure(x, y):.6f} eV")
print(f"B: dF/dx = {dx:.6f} eV, dF/dy = {dy:.6f} eV")
print(f"B: recovered Delta = {-dx/2:.6f} eV, t = {dy/4:.6f} eV")
print(f"B: min energy with F_pure, F_ens = {Emin[0]:.6f}, {Emin[1]:.6f} eV")
print(f"area fraction of ellipses: traced {frac:.5f}, 1/sqrt2 = {1/np.sqrt(2):.5f}")
print("PASS")
```

Running it gives:

```
U = 4.000 eV
A: x = 0.2500, y = 0.2000, r^2 = 0.102500, r = 0.320156 (dimensionless)
A: occupations 1/2+r, 1/2-r = 0.820156, 0.179844
A: sqrt(1-4r^2) = 0.768115, S+ = 0.884057, S- = 0.115943, y^2/r^2 = 0.390244
A: pure minimiser s, d, c = 0.340504, 0.734207, 0.587365; a, b = 0.759935, -0.278390
A: upper branch W = 3.819016 eV
A: F_pure = 2.620008 eV = 4.19772e-19 J
A: F_ens = 2.000000 eV = 3.20435e-19 J
A: gap = 0.620008 eV; grid LP envelope = 2.0000 eV
A: y0^2 = 0.125000, y0 = 0.353553, F_pure(x,y0) = 2.000000 eV
A: mixed states a = 0.707107, c = +-0.707107; weights 0.782843, 0.217157
A: nonzero eigenvalues of optimal Gamma = 0.782843, 0.217157
A: complex state theta = 0.969532 rad, |Im gamma12| = 0.291548
B: t = 1.000 eV, Delta = -2.000 eV
B: singlet levels = -0.962389, 2.622216, 6.340173 eV
B: E0 = -0.962389 eV = -1.54192e-19 J
B: a, b, c = 0.423755, 0.180301, 0.887650
B: x = 0.073530, y = 0.379144, y^2 = 0.143750, |x|(1-2|x|) = 0.062717
B: r^2 = 0.149157, S+ = 0.817558, S- = 0.182442
B: 2 Delta x = -0.294120 eV, -4 t y = -1.516576 eV
B: F = 0.848308 eV = 1.35914e-19 J; formula 0.848308 eV
B: dF/dx = 4.000000 eV, dF/dy = 4.000000 eV
B: recovered Delta = -2.000000 eV, t = 1.000000 eV
B: min energy with F_pure, F_ens = -0.962389, -0.962389 eV
area fraction of ellipses: traced 0.70711, 1/sqrt2 = 0.70711
PASS
```
